Classical and modified Gram-Schmidt on the Lauchli matrix

**Problem**

Three vectors with four real components are given,

a1 = (1, δ, 0, 0)
a2 = (1, 0, δ, 0)
a3 = (1, 0, 0, δ),

with a small number δ > 0. They are the columns of the 4×3 Lauchli matrix A. All quantities are dimensionless.

The vectors are to be orthonormalized in the order 1, 2, 3. Both variants of the Gram-Schmidt method begin with q1 = a1/|a1|. For each later vector they subtract its components along the q's already found, and then divide by the length of what remains. They differ in how the components are computed for the third vector.

Classical Gram-Schmidt (CGS) takes both coefficients from the original vector:

v3 = a3 − (q1·a3) q1 − (q2·a3) q2.

Modified Gram-Schmidt (MGS) subtracts the first component, and takes the second coefficient from the remainder w:

w = a3 − (q1·a3) q1
v3 = w − (q2·w) q2.

The second vector has one component to remove, so there the two methods coincide.

The arithmetic is IEEE double precision, rounded to the nearest number, with ties going to the number whose last binary digit is even. The spacing of the numbers just above 1 is ε = 2⁻⁵² ≈ 2.22×10⁻¹⁶, and just below 1 it is ε/2. Assume δ² < ε, but δ large enough that δ² stays well above the smallest normal number, about 2.2×10⁻³⁰⁸, so that squares and lengths keep their full relative accuracy; δ ≥ 10⁻¹⁵⁰ is enough.

(a) Estimate by scaling how large the overlaps qi·qj become in each method.
(b) Find the overlaps, and evaluate them for δ = 10⁻⁸.
(c) Find what happens when δ² grows beyond the assumed range, and how CGS can be repaired.

**First estimate by scaling**

The three vectors are nearly parallel, but they are independent. The matrix AᵀA has 1 + δ² on its diagonal and 1 elsewhere. Acting on (1, 1, 1) it gives the eigenvalue 3 + δ². Acting on any vector whose components sum to zero it gives δ², and there are two independent vectors of this kind. The condition number of A, the ratio of its largest to its smallest singular value, is therefore

κ = √(3 + δ²)/δ.

For δ = 10⁻⁸ this is 1.73×10⁸.

Subtracting from a2 its component along q1 removes almost all of a vector of length about 1 and leaves a remainder of length about δ. The remainder should contain a small first component of order δ², which comes from the difference of two numbers close to 1. Such a difference is known in general only to an absolute accuracy of order ε, which for generic nearly parallel vectors would tilt the remainder by ε/δ, more than δ when δ² < ε. Here the large entries equal 1 and δ² < ε, so both numbers come out as exactly 1, as shown below. The component is lost altogether, and the error is δ² itself. An error of δ² in a vector of length δ tilts its direction by

δ²/δ = δ.

Hence q1·q2 should be of order δ in both methods.

The third vector separates them. In CGS the tilted q2 is multiplied by a3, whose length is about 1, so the coefficient q2·a3 has an error of order δ × 1 = δ. The final remainder v3 also has a length of order δ. The error in direction is then of order δ/δ = 1, and orthogonality can be lost completely.

In MGS the same q2 is multiplied by w, whose length is of order δ. The tilt can now cause an error of at most order δ × δ = δ² in the coefficient. Relative to the length of v3 this is at most δ²/δ = δ, no larger than the overlap q1·q2 already present.

The estimate predicts an overlap of order 1 for CGS and of order δ for MGS. It gives neither the numerical factors nor the signs.

**Exact solution**

Here "exact" means that the rounding which matters is followed exactly. The remaining roundings change each nonzero component by a relative amount of order ε, and are mentioned where they show.

*The first vector.* The true length of a1 is √(1 + δ²). The computer first forms the sum 1 + δ², and there are two cases.

If δ² ≤ ε/2, the sum rounds to 1, and its square root is 1.

If ε/2 < δ² < ε, the sum rounds to 1 + ε. But

(1 + ε/2)² = 1 + ε + ε²/4 > 1 + ε,

so √(1 + ε) lies below 1 + ε/2, the midpoint between 1 and 1 + ε. The square root rounds to 1.

In both cases the computed length is 1, and

q1 = (1, δ, 0, 0).

Taken alone this is harmless: the squared length of q1 is 1 + δ², which differs from 1 by less than ε.

*The second vector.* The coefficient is q1·a2 = 1, because the entries δ of the two vectors stand in different places. Therefore

v2 = (1, 0, δ, 0) − (1, δ, 0, 0) = (0, −δ, δ, 0).

Its length is √(δ² + δ²) = δ√2, so

q2 = (0, −1, 1, 0)/√2.

Without rounding, the subtracted vector would be (1, δ, 0, 0)/(1 + δ²), since one factor 1/√(1 + δ²) comes from the coefficient and another from q1. The first component of v2 would then be

1 − 1/(1 + δ²) = δ²/(1 + δ²) ≈ δ².

This is the component that has been lost. For δ = 10⁻⁸ it is 10⁻¹⁶. Its absence leaves the overlap

q1·q2 = δ × (−1/√2) = −δ/√2.

*The third vector in CGS.* The coefficients are

q1·a3 = 1
q2·a3 = 0.

The second is zero because a3 has nonzero entries in the first and fourth places, while the computed q2 has them in the second and third. Hence

v3 = (1, 0, 0, δ) − (1, δ, 0, 0) = (0, −δ, 0, δ)
q3 = (0, −1, 0, 1)/√2.

The overlaps with the earlier vectors are

q1·q3 = δ × (−1/√2) = −δ/√2
q2·q3 = (1/2) [(−1)(−1) + 1×0 + 0×1] = 1/2.

The last two CGS vectors enclose an angle of 60° instead of 90°. The value 1/2 does not depend on δ, so making δ smaller neither improves nor worsens it.

*The third vector in MGS.* The first subtraction gives the same remainder,

w = (0, −δ, 0, δ).

The second coefficient is now taken from w:

q2·w = (−1/√2)(−δ) = δ/√2.

Subtracting this component gives

v3 = (0, −δ, 0, δ) − (δ/√2)(0, −1, 1, 0)/√2
 = (0, −δ, 0, δ) − (0, −δ/2, δ/2, 0)
 = (0, −δ/2, −δ/2, δ).

Its length is δ√(1/4 + 1/4 + 1) = δ√(3/2). Dividing, with (1/2)/√(3/2) = 1/√6, gives

q3 = (0, −1, −1, 2)/√6.

The overlaps are

q1·q3 = δ × (−1/√6) = −δ/√6
q2·q3 = [(−1)(−1) + 1×(−1)]/√12 = 0.

The zero holds up to ordinary rounding, of order ε. As long as δ is much larger than ε, the largest MGS overlap is |q1·q2| = δ/√2.

*Why the two coefficients differ.* From the definition of w,

q2·w = q2·a3 − (q1·a3)(q2·q1).

If q1 and q2 are orthogonal, the last term vanishes and the methods are identical. Here it equals 1 × (−δ/√2), and subtracting it gives

q2·w = 0 + δ/√2.

The overlap −δ/√2 is tiny compared with 1, but it is as large as the coefficient that is needed. Without rounding, q2 has the first component δ²/(δ√2) = δ/√2 to leading order, and q2·a3 = δ/√2 comes entirely from it. CGS loses the coefficient together with this component. MGS finds it again, because w shows directly how much of the remainder lies along q2.

**Comparison of the estimate with the solution**

For δ = 10⁻⁸ we have δ² = 10⁻¹⁶, which is 0.45 ε, so the assumption holds. The formulas give

δ/√2 = 10⁻⁸/1.41421 = 7.07×10⁻⁹
δ/√6 = 10⁻⁸/2.44949 = 4.08×10⁻⁹.

The computed overlaps are:

CGS: q1·q2 = −7.07×10⁻⁹, q1·q3 = −7.07×10⁻⁹, q2·q3 = 0.500
MGS: q1·q2 = −7.07×10⁻⁹, q1·q3 = −4.08×10⁻⁹, q2·q3 ≈ 10⁻¹⁶ (rounding level; the digits depend on how the product is evaluated)

The scaling estimate has the right powers of δ: order 1 for the worst CGS overlap and, as long as δ is much larger than ε, order δ for the worst MGS overlap. The solution adds the factors 1/2 and 1/√2. It also shows what the estimate could not, that in MGS the pair q2, q3 is orthogonal to rounding and the error sits in the overlaps with q1. Runs with δ = 10⁻¹⁰ and 10⁻¹² give the same two factors.

The numerical check also tests the cause. A calculation with 60 digits gives orthogonal vectors by either method. If in that calculation the length of a1 alone is replaced by 1, the CGS overlap 0.500 and the MGS overlap of magnitude 7.07×10⁻⁹ return. The rounding of this one length is enough to produce the whole effect. It is not the only way to lose the component. With an exact length, the first component of q1 is about 1 − δ²/2, and for δ² < ε/2 this rounds to 1 when q1 is stored. For δ = 10⁻⁸ the CGS overlap is then again 0.500.

*How wrong is the CGS vector?* To leading order the third vector without rounding is (0, −1, −1, 2)/√6, apart from a first component of order δ. Its overlap with the CGS result is

[(−1)(−1) + 1×2]/(√2 √6) = 3/√12 = √3/2,

which corresponds to an angle of 30°.

The factorization A = QR does not reveal this. Here Q has the columns q1, q2, q3, and R holds the coefficients and lengths. For CGS the third column is rebuilt as

1 × q1 + 0 × q2 + δ√2 q3 = (1, δ, 0, 0) + (0, −δ, 0, δ) = (1, 0, 0, δ),

which is a3. The largest entry of |A − QR| is of order 10⁻²⁵ for both methods, below the rounding level εδ of the small entries, while the largest entry of A is 1. A small residual shows that the subtractions were recorded consistently. Orthogonality has to be checked separately, from the overlaps.

The loss matters in an iterative eigensolver that takes its basis to be orthonormal. The vector (q2 + q3)/√2 would be assigned the squared length 1. With the CGS vectors its squared length is

(1 + 1 + 2 × 1/2)/2 = 3/2.

An expectation value taken in this vector without normalizing it is wrong by the same factor 3/2.

**Beyond the assumed range of δ**

The computed length of a1 remains 1 as long as the sum 1 + δ² rounds to at most 1 + ε, that is, for all δ² below 3ε/2. For a length computed in this way, as the square root of the rounded sum, the condition δ² < ε is thus sufficient, but not necessary. A routine that rounds the length only once, from √(1 + δ²) ≈ 1 + δ²/2, also returns 1 for δ² < ε, but returns 1 + ε just above, so its threshold lies at ε. The numbers below refer to the square root of the rounded sum.

Beyond that point part of the lost component returns. Let the computed first component of v2 be γδ². The solution above has γ = 0, and arithmetic without rounding has γ ≈ 1. To leading order in δ, with γ of order 1,

v2 = (γδ², −δ, δ, 0)
q2 = (γδ, −1, 1, 0)/√2.

The first overlap, the same in both methods, becomes

q1·q2 = (γδ − δ)/√2 = (γ − 1)δ/√2.

In CGS the second coefficient is now q2·a3 = γδ/√2. Removing q1 from a3 leaves (γδ², −δ, 0, δ), and the full subtraction gives, in the last three components,

v3 = (…, −δ + γδ/2, −γδ/2, δ).

The first component is of order δ² and does not contribute at leading order. The projection on q2 and the squared length are

q2·v3 = [δ − γδ/2 − γδ/2]/√2 = δ(1 − γ)/√2
|v3|² = δ²[(1 − γ/2)² + γ²/4 + 1] = δ²(2 − γ + γ²/2).

Dividing the projection by the length, and taking the factor √2 into the root, gives

q2·q3 = (1 − γ)/√(4 − 2γ + γ²).

For γ = 0 this is 1/2, and for γ = 1 it is zero.

Take δ² = 1.6 ε. The sum 1 + δ² rounds to 1 + 2ε, and its square root to 1 + ε. The first component of q1 is then 1 − ε after rounding, and so is the coefficient q1·a2. Their product rounds to 1 − 2ε, which leaves 2ε as the first component of v2. Hence

γ = 2ε/(1.6 ε) = 1.25
q2·q3 = −0.25/√(4 − 2.5 + 1.5625) = −0.25/1.75 = −0.143.

The program finds −0.14286. At δ² = 3.2 ε it finds γ = 0.625 and an overlap of 0.212, larger again in magnitude. (A length rounded only once would go from 1 + 1.6 ε to 1 + 2ε here, giving γ = 4ε/(3.2 ε) = 1.25 and the overlap −0.143.) Near the threshold the CGS error therefore does not fall steadily as δ grows; it follows the rounding of the first length.

For larger δ, still with δ ≪ 1, the first component of v2 has an absolute rounding error of up to order ε. So γ departs from its value without rounding, 1/(1 + δ²), by up to order ε/δ². Without rounding all overlaps vanish, so apart from ordinary rounding of order ε only this departure spoils the orthogonality, and it takes the place of 1 − γ in the formulas above. This mechanism then contributes an overlap of at most order ε/δ² in CGS, and of at most order (ε/δ²)δ = ε/δ in MGS.

**Repairing CGS**

CGS can be repaired by projecting twice before each normalization. For the second vector, the first sweep leaves (0, −δ, δ, 0), as before. Its overlap with q1 is −δ², and subtracting −δ² q1 gives

v2 = (0, −δ, δ, 0) + δ²(1, δ, 0, 0) = (δ², −δ + δ³, δ, 0).

The missing component δ² is back. It can be stored because it is now added to zero, not to a number near 1. To leading order in each component, q2 = (δ, −1, 1, 0)/√2.

For the third vector the coefficients of the first sweep are q1·a3 = 1 and q2·a3 = δ/√2, so that

v3 = (0, −δ, 0, δ) − (δ/2)(δ, −1, 1, 0) = (−δ²/2, −δ/2, −δ/2, δ).

In the second sweep

q1·v3 = −δ²/2 − δ²/2 = −δ²,

while q2·v3 is of order δ³ without rounding and of order εδ with it. Since the first component of q2 is of order δ, removing this projection changes the first component of v3 by at most order εδ², which can be neglected. Subtracting −δ² q1 changes the first component to −δ²/2 + δ² = +δ²/2:

v3 = (δ²/2, −δ/2, −δ/2, δ).

Now q1·v3 = δ²/2 − δ²/2 = 0 to this order. If the two projections of the first sweep are added before they are subtracted, 1 + δ²/2 rounds to 1 and the first component starts from 0 instead of −δ²/2; then q1·v3 = −δ²/2, and the second sweep again gives +δ²/2. In double precision with δ = 10⁻⁸, the two-sweep method gives overlaps with q1 of about 10⁻²⁴, and q2·q3 is zero up to rounding of order ε. The price is a second set of projections. In return, the result is closer to orthogonal than that of a single MGS sweep, which keeps the overlap δ/√2.

Numbers as computed

```
machine epsilon eps = 2.220446e-16
delta = 1.0e-08, delta^2 = 1.0e-16, delta^2/eps = 0.4504
condition number of A = 1.73205e+08
computed norm of a1, minus 1 = 0.0e+00
q1 (both methods) = (1, 1e-08, 0, 0)
q2 (both methods) = (0, -0.707107, 0.707107, 0)
CGS unnormalized v3 = (0, -1e-08, 0, 1e-08)
MGS unnormalized v3 = (0, -5e-09, -5e-09, 1e-08)
CGS q3 = (0, -0.707107, 0, 0.707107)
MGS q3 = (0, -0.408248, -0.408248, 0.816497)
60-digit run, q2 = (7.07107e-09, -0.707107, 0.707107, 0)
60-digit run, q3 = (4.08248e-09, -0.408248, -0.408248, 0.816497)
60-digit run, first component of v2 = 1.00000e-16
coefficient r23: CGS = 0.00000e+00, MGS = 7.07107e-09, 60-digit = 7.07107e-09
CGS: q1.q2 = -7.07107e-09, q1.q3 = -7.07107e-09, q2.q3 = 5.00000e-01
MGS: q1.q2 = -7.07107e-09, q1.q3 = -4.08248e-09, q2.q3 = 1.11022e-16
CGS two sweeps: q1.q2 = 8.27181e-25, q1.q3 = 1.65436e-24, q2.q3 = 0.00000e+00
largest entry of |A-QR|: CGS = 1.0e-25, MGS = 2.1e-25
CGS q3 against 60-digit q3: overlap = 0.866025, angle = 30.0000 degrees
60 digits, only norm of a1 set to 1: CGS q2.q3 = 0.500000, MGS largest overlap = 7.07107e-09
delta = 1e-08: CGS q2.q3 = 0.500000, MGS largest overlap/delta = 0.707107
delta = 1e-10: CGS q2.q3 = 0.500000, MGS largest overlap/delta = 0.707107
delta = 1e-12: CGS q2.q3 = 0.500000, MGS largest overlap/delta = 0.707107
delta^2/eps = 0.4: (norm-1)/eps = 0, gamma = 0.0000, CGS q2.q3 = 0.50000, MGS q1.q2/delta = -0.70711
delta^2/eps = 0.9: (norm-1)/eps = 0, gamma = 0.0000, CGS q2.q3 = 0.50000, MGS q1.q2/delta = -0.70711
delta^2/eps = 1.4: (norm-1)/eps = 0, gamma = 0.0000, CGS q2.q3 = 0.50000, MGS q1.q2/delta = -0.70711
delta^2/eps = 1.6: (norm-1)/eps = 1, gamma = 1.2500, CGS q2.q3 = -0.14286, MGS q1.q2/delta = 0.17678
delta^2/eps = 3.2: (norm-1)/eps = 1, gamma = 0.6250, CGS q2.q3 = 0.21160, MGS q1.q2/delta = -0.26517
```
